# The Sign Problem Belongs to a Hamiltonian and a Basis Together: test program

```python
"""
Claim under test: the world-line Monte Carlo average sign
    <s> = Tr exp(-beta H) / Tr exp(-beta H_abs)
depends on the basis. H_abs keeps the diagonal of H in the chosen basis and
replaces every off-diagonal element h by -|h|.
Model: spin-1/2 ladder with antiferromagnetic couplings J_rung, J_leg, J_diag.
Fully frustrated means J_diag = J_leg. Energies are in J = J_leg, beta in 1/J.
Site basis: products of up/down spins. Rung basis: products of rung states
(singlet, t+, t0, t-). The rung basis has <s> = 1 for the fully frustrated
ladder if the rungs are bipartite (open ladder or even ring).
"""
import itertools
import numpy as np
from scipy.special import logsumexp, gammaln


def ladder(rungs, j_rung, j_leg, j_diag, ring=False):
    """Hamiltonian in the site basis; sites 2i and 2i+1 form rung i."""
    n = 2 * rungs
    bonds = [(2 * i, 2 * i + 1, j_rung) for i in range(rungs)]
    for i in range(rungs if ring else rungs - 1):
        k = (i + 1) % rungs
        for a, b in itertools.product((0, 1), repeat=2):
            bonds.append((2 * i + a, 2 * k + b, j_leg if a == b else j_diag))
    states = np.arange(2 ** n)
    h = np.zeros((2 ** n, 2 ** n))
    for a, b, j in bonds:
        bit_a, bit_b = n - 1 - a, n - 1 - b
        same = ((states >> bit_a) & 1) == ((states >> bit_b) & 1)
        h[states, states] += j * np.where(same, 0.25, -0.25)
        old = states[~same]
        h[old ^ ((1 << bit_a) | (1 << bit_b)), old] += j / 2
    return h


def change_basis(h, u):
    m = u.T @ h @ u
    m[np.abs(m) < 1e-12] = 0.0      # remove rounding noise, which has no sign
    return m


def rung_basis(rungs):
    r = np.sqrt(0.5)
    # rows: up-up, up-down, down-up, down-down; columns: s, t+, t0, t-
    one = np.array([[0, 1, 0, 0], [r, 0, r, 0], [-r, 0, r, 0], [0, 0, 0, 1]])
    u = np.eye(1)
    for _ in range(rungs):
        u = np.kron(u, one)
    return u


def absolute(h):
    a = -np.abs(h)
    np.fill_diagonal(a, np.diag(h))
    return a


def log_z(h, beta):
    return logsumexp(-beta * np.linalg.eigvalsh(h))


def average_sign(h, beta):
    return np.exp(log_z(h, beta) - log_z(absolute(h), beta))


def sample_paths(h, beta, count, rng, max_order=60):
    """Independent closed paths drawn with probability proportional to |weight|."""
    shift = np.max(np.diag(h))
    k = shift * np.eye(len(h)) - h
    a = np.abs(k)
    powers = [np.eye(len(h))]
    for _ in range(max_order):
        powers.append(powers[-1] @ a)
    n = np.arange(max_order + 1)
    logs = n * np.log(beta) - gammaln(n + 1) + np.log([np.trace(p) for p in powers])
    prob = np.exp(logs - logsumexp(logs))
    orders = rng.choice(max_order + 1, size=count, p=prob / prob.sum())

    def pick(weights):
        c = np.cumsum(weights)
        return int(np.searchsorted(c, rng.random() * c[-1], side="right"))

    signs = np.ones(count)
    for m, order in enumerate(orders):
        start = state = pick(np.diag(powers[order]))
        for left in range(order - 1, -1, -1):
            new = pick(a[state] * powers[left][start])
            if k[state, new] < 0:
                signs[m] = -signs[m]
            state = new
        assert state == start
    return signs, orders, shift


def signed_energy(signs, orders, shift, beta):
    ratio = np.mean(signs * orders) / np.mean(signs)
    residual = (orders - ratio) * signs / np.mean(signs)
    return shift - ratio / beta, np.std(residual) / np.sqrt(len(signs)) / beta


def spin_one_chain(n):
    z = np.diag([1.0, 0.0, -1.0])
    p = np.sqrt(2) * np.diag([1.0, 1.0], 1)
    h = np.zeros((3 ** n, 3 ** n))
    for i in range(n - 1):
        pair = np.kron(z, z) + 0.5 * (np.kron(p, p.T) + np.kron(p.T, p))
        h += np.kron(np.kron(np.eye(3 ** i), pair), np.eye(3 ** (n - i - 2)))
    return h


beta = 2.0
print("J_leg = J_rung = 1 J unless stated; beta =", beta, "1/J")

# Two rungs: closed formula, diagonalization and true path sampling
h2 = ladder(2, 1, 1, 1)
h2_rung = change_basis(h2, rung_basis(2))
for x in (0.3, 1.0, beta, 5.0):
    z = 2*np.exp(1.5*x) + 9*np.exp(0.5*x) + 5*np.exp(-1.5*x)
    z_abs = (np.exp(2.5*x) + 2*np.exp(1.5*x) + 3*np.exp(0.5*x)
             + 8*np.exp(-0.5*x) + 2*np.exp(-1.5*x))
    assert abs(np.log(z) - log_z(h2, x)) < 1e-10
    assert abs(np.log(z_abs) - log_z(absolute(h2), x)) < 1e-10
    if x == beta:
        exact_sign = z / z_abs
        print(f"2 rungs: Z = {z:.4f}, Z_abs(site) = {z_abs:.4f}")
        print(f"2 rungs: exact <s> site = {exact_sign:.5f}")
assert abs(average_sign(h2, 12.0) / (2 * np.exp(-12.0)) - 1) < 1e-3
levels = np.linalg.eigvalsh(h2)
boltzmann = np.exp(-beta * levels)
exact_energy = np.sum(levels * boltzmann) / np.sum(boltzmann)
print(f"2 rungs: exact thermal energy = {exact_energy:.5f} J")

rng = np.random.default_rng(7)
count = 20000
print("sampled paths per basis =", count)
errors = {}
for name, h in (("site", h2), ("rung", h2_rung)):
    signs, orders, shift = sample_paths(h, beta, count, rng)
    energy, error = signed_energy(signs, orders, shift, beta)
    errors[name] = error
    assert abs(energy - exact_energy) < 5 * error
    print(f"{name} sampling: <s> = {signs.mean():.4f}, negative paths = "
          f"{int(np.sum(signs < 0))}")
    print(f"{name} sampling: energy = {energy:.4f} +- {error:.4f} J")
    if name == "site":
        sigma = np.sqrt((1 - exact_sign ** 2) / count)
        assert abs(signs.mean() - exact_sign) < 5 * sigma
        spread = np.std(signs.reshape(200, 100).mean(axis=1), ddof=1)
        predicted = np.sqrt((1 - exact_sign ** 2) / 100)
        assert abs(spread / predicted - 1) < 0.25   # 200 batches: about 5% noise
        print(f"spread of <s> over 100-path batches = {spread:.4f}, "
              f"predicted {predicted:.4f}")
    else:
        assert np.all(signs == 1)
assert errors["site"] > 2 * errors["rung"]
print(f"squared ratio of energy errors site/rung = "
      f"{(errors['site'] / errors['rung']) ** 2:.1f}")

# Structure of the rung-basis Hamiltonian, and the leak for partial frustration
labels = np.array(list(itertools.product(range(4), repeat=4)))
pattern = (labels == 0) @ (2 ** np.arange(4))
different = pattern[:, None] != pattern[None, :]
h4 = ladder(4, 1, 1, 1)
h4_rung = change_basis(h4, rung_basis(4))
assert np.max(np.abs(h4_rung[different])) == 0
partial = change_basis(ladder(4, 1, 1, 0.5), rung_basis(4))
leak = np.max(np.abs(partial[different]))
assert abs(leak - (1 - 0.5) / 2) < 1e-10
print(f"largest singlet-pattern-changing element at J_diag=0.5: {leak:.4f} J")
tz = np.array([0, 1, 0, -1])
phase = np.where(np.sum(tz[labels[:, 1::2]], axis=1) % 2 == 0, 1.0, -1.0)
off = phase[:, None] * h4_rung * phase[None, :]
np.fill_diagonal(off, 0)
raw = h4_rung - np.diag(np.diag(h4_rung))
assert off.max() <= 0 and raw.min() >= 0
assert np.allclose(raw[raw > 0], 1.0)
print(f"rung off-diagonals: raw max {raw.max():.3f} J, rephased min {off.min():.3f} J")

# Partition function from spin-1 segments separated by rung singlets
j_rung = 1.3
segment = {n: np.exp(log_z(spin_one_chain(n), beta)) for n in range(1, 5)}
z_segments = 0.0
for word in itertools.product("st", repeat=4):
    word = "".join(word)
    weight = np.exp(beta * j_rung * (0.75 * word.count("s") - 0.25 * word.count("t")))
    for part in word.split("s"):
        weight *= segment[len(part)] if part else 1.0
    z_segments += weight
assert abs(np.log(z_segments) - log_z(ladder(4, j_rung, 1, 1), beta)) < 1e-10
print(f"4 rungs, J_rung={j_rung} J: ln Z from spin-1 segments = {np.log(z_segments):.6f}")

# Eigenbasis: no off-diagonal elements are left
_, vectors = np.linalg.eigh(h4)
h4_eigen = change_basis(h4, vectors)
eigen_sign = np.exp(log_z(h4, beta) - log_z(absolute(h4_eigen), beta))
assert np.count_nonzero(h4_eigen - np.diag(np.diag(h4_eigen))) == 0
assert abs(eigen_sign - 1) < 1e-10
print(f"4 rungs: <s> eigenbasis = {eigen_sign:.6f}")
print(f"number of basis states for 20 rungs = {4 ** 20:.3e}")

# Size dependence for open, fully frustrated ladders
logs = []
for rungs in range(2, 6):
    h = ladder(rungs, 1, 1, 1)
    site = average_sign(h, beta)
    rung = average_sign(change_basis(h, rung_basis(rungs)), beta)
    assert abs(rung - 1) < 1e-9
    logs.append(-np.log(site))
    need = (1 - site ** 2) / (site ** 2 * 0.01 ** 2)
    print(f"open, {rungs} rungs: <s> site {site:.6f}, rung {rung:.6f}; "
          f"site paths for 1% error {need:.2e}")
steps = np.diff(logs)
assert np.all(steps > 0) and abs(steps[-1] / steps[-2] - 1) < 0.2
print("increase of -ln<s> per added rung:", " ".join(f"{v:.4f}" for v in steps))

# Low-temperature decay rate equals the difference of ground-state energies
e0 = np.linalg.eigvalsh(h4)[0]
e0_abs = np.linalg.eigvalsh(absolute(h4))[0]
rate = (np.log(average_sign(h4, 60.0)) - np.log(average_sign(h4, 62.0))) / 2
assert abs(rate - (e0 - e0_abs)) < 1e-3
print(f"open, 4 rungs: E0 = {e0:.5f} J, E0_abs(site) = {e0_abs:.5f} J")
print(f"open, 4 rungs: decay rate of <s> in beta = {rate:.5f} J")

# Rings at lower temperature: the two bases exchange roles
beta_ring = 4.0
print("rings: beta =", beta_ring, "1/J")
for j_diag in (0.0, 0.5, 1.0):
    h = ladder(4, 1, 1, j_diag, ring=True)
    site = average_sign(h, beta_ring)
    rung = average_sign(change_basis(h, rung_basis(4)), beta_ring)
    assert (abs(site - 1) < 1e-9) if j_diag == 0 else (site < 1 - 1e-6)
    assert (abs(rung - 1) < 1e-9) if j_diag == 1 else (rung < 1 - 1e-6)
    print(f"4-rung ring, J_diag={j_diag} J: <s> site {site:.6f}, rung {rung:.6f}")

h3 = ladder(3, 1, 1, 1, ring=True)
site = average_sign(h3, beta_ring)
rung = average_sign(change_basis(h3, rung_basis(3)), beta_ring)
assert site < 1 - 1e-6 and rung < 1 - 1e-6
print(f"3-rung ring, J_diag=1.0 J: <s> site {site:.6f}, rung {rung:.6f}")

print("tests ok")
```

Output:

```
J_leg = J_rung = 1 J unless stated; beta = 2.0 1/J
2 rungs: Z = 64.8845, Z_abs(site) = 199.7817
2 rungs: exact <s> site = 0.32478
2 rungs: exact thermal energy = -1.11144 J
sampled paths per basis = 20000
site sampling: <s> = 0.3128, negative paths = 6872
site sampling: energy = -1.0998 +- 0.0416 J
spread of <s> over 100-path batches = 0.0980, predicted 0.0946
rung sampling: <s> = 1.0000, negative paths = 0
rung sampling: energy = -1.1259 +- 0.0087 J
squared ratio of energy errors site/rung = 22.7
largest singlet-pattern-changing element at J_diag=0.5: 0.2500 J
rung off-diagonals: raw max 1.000 J, rephased min -1.000 J
4 rungs, J_rung=1.3 J: ln Z from spin-1 segments = 9.479283
4 rungs: <s> eigenbasis = 1.000000
number of basis states for 20 rungs = 1.100e+12
open, 2 rungs: <s> site 0.324777, rung 1.000000; site paths for 1% error 8.48e+04
open, 3 rungs: <s> site 0.143165, rung 1.000000; site paths for 1% error 4.78e+05
open, 4 rungs: <s> site 0.063294, rung 1.000000; site paths for 1% error 2.49e+06
open, 5 rungs: <s> site 0.028430, rung 1.000000; site paths for 1% error 1.24e+07
increase of -ln<s> per added rung: 0.8191 0.8162 0.8003
open, 4 rungs: E0 = -3.64575 J, E0_abs(site) = -5.64063 J
open, 4 rungs: decay rate of <s> in beta = 1.99488 J
rings: beta = 4.0 1/J
4-rung ring, J_diag=0.0 J: <s> site 1.000000, rung 0.970507
4-rung ring, J_diag=0.5 J: <s> site 0.002949, rung 0.972843
4-rung ring, J_diag=1.0 J: <s> site 0.000740, rung 1.000000
3-rung ring, J_diag=1.0 J: <s> site 0.000033, rung 0.020709
tests ok
```
